\section*{Why the two spins of a triplet are not parallel vectors}

\section{What symmetry fixes}

Take two spins $1/2$ with operators $\mathbf S_1$ and $\mathbf S_2$, and measure angular momentum in units of $\hbar$. The product $\mathbf S_1\cdot\mathbf S_2$ does not change when both spins are rotated together. It therefore commutes with every component of the total spin $\mathbf S=\mathbf S_1+\mathbf S_2$, and so also with $\mathbf S^2$ and with the lowering operator $S_-=S_x-iS_y$.

This fixes the form of the answer. The four-dimensional space of two spins splits into three states with total spin $S=1$, the triplet, and one with $S=0$, the singlet. Because $\mathbf S_1\cdot\mathbf S_2$ commutes with $\mathbf S^2$, it does not mix the two sets. Because it commutes with $S_-$, which leads from one triplet state to the next, it has the same value in all three. Two numbers remain to be found, one for each $S$, and neither depends on $M$, the value of $S_z$.

Write $u$ and $d$ for spin up and down along $z$, with the first letter for spin 1. The single-spin operators act as
\begin{align}
S_xu&=\tfrac12 d, & S_yu&=\tfrac i2 d, & S_zu&=\tfrac12u,\nonumber\\
S_xd&=\tfrac12 u, & S_yd&=-\tfrac i2 u, & S_zd&=-\tfrac12d.
\label{eq:single}
\end{align}
On the state $|uu\rangle$, which has $M=1$ and so belongs to the triplet, this gives
\begin{equation}
\mathbf S_1\cdot\mathbf S_2|uu\rangle
=\tfrac14|dd\rangle+\left(\tfrac i2\right)^2|dd\rangle+\tfrac14|uu\rangle
=\tfrac14|uu\rangle .
\end{equation}
The triplet value is $1/4$. The singlet value $v$ follows from the trace. Each single-spin component has zero trace, so each product $S_{1i}S_{2i}$ has zero trace too, and $3\cdot\frac14+v=0$ gives $v=-\frac34$.

\section{The belief and its appeal}

The belief is that the two spins are parallel in a triplet and antiparallel in a singlet. Much speaks for it. The states $|uu\rangle$ and $|dd\rangle$ are drawn as two arrows pointing the same way. The total spin is $1=\frac12+\frac12$, as if two lengths had been laid end to end. The sign of $\mathbf S_1\cdot\mathbf S_2$ is positive in the triplet and negative in the singlet.

The trouble lies in the lengths. The squared length of a spin $1/2$ is not $(1/2)^2$ but
\begin{equation}
\mathbf S_1^2=\mathbf S_2^2=\tfrac12\left(\tfrac12+1\right)=\tfrac34 ,
\end{equation}
which is a length of $0.866$. Parallel vectors of this length would have the scalar product $3/4$. The triplet has one third of that.

The vector model draws each spin as an arrow of this length and chooses the angle $\theta$ between the arrows so that their scalar product is the quantum value. For total spin $S$,
\begin{equation}
\mathbf S^2=\mathbf S_1^2+\mathbf S_2^2+2\,\mathbf S_1\cdot\mathbf S_2
\quad\Rightarrow\quad
\mathbf S_1\cdot\mathbf S_2=\tfrac12\left[S(S+1)-\tfrac32\right].
\label{eq:dot}
\end{equation}
The factor 2 in the first relation is correct because operators of different spins commute. With $S=1$ the bracket is $2-\frac32=\frac12$, and with $S=0$ it is $-\frac32$, in agreement with the values found above. Hence
\begin{equation}
\cos\theta_{S=1}=\frac{1/4}{3/4}=\frac13,\quad \theta=70.5^\circ;
\qquad
\cos\theta_{S=0}=\frac{-3/4}{3/4}=-1,\quad \theta=180^\circ .
\label{eq:angle}
\end{equation}
The belief is right about the singlet and wrong about the triplet. The angle belongs to a drawing, since the three components of a spin do not have sharp values together. What the drawing stands for must be read from the states.

\section{The triplet with $M=0$}

The state with $M=0$ is obtained by lowering $|uu\rangle$. In the Condon--Shortley convention $S_-|S,M\rangle=\sqrt{S(S+1)-M(M-1)}\,|S,M-1\rangle$, and for $S=M=1$ the root is $\sqrt2$. Since $S_-$ lowers each spin in turn,
\begin{equation}
S_-|uu\rangle=|du\rangle+|ud\rangle
\quad\Rightarrow\quad
|T_0\rangle=\frac{|ud\rangle+|du\rangle}{\sqrt2}.
\end{equation}
Both Clebsch--Gordan coefficients are $1/\sqrt2$. The singlet is the orthogonal combination $|s\rangle=(|ud\rangle-|du\rangle)/\sqrt2$.

In both terms of $|T_0\rangle$ one spin is up and the other down, so $(S_{1z}+S_{2z})|T_0\rangle=0$. Measurements of the two $z$ components always give opposite results. For the $x$ components, Eq.~(\ref{eq:single}) gives
\begin{align}
S_{1x}|T_0\rangle&=\frac{1}{2\sqrt2}\left(|dd\rangle+|uu\rangle\right),\nonumber\\
S_{2x}|T_0\rangle&=\frac{1}{2\sqrt2}\left(|uu\rangle+|dd\rangle\right).
\end{align}
The two results are the same, so $(S_{1x}-S_{2x})|T_0\rangle=0$. For the $y$ components,
\begin{align}
S_{1y}|T_0\rangle&=\frac{i}{2\sqrt2}\left(|dd\rangle-|uu\rangle\right),\nonumber\\
S_{2y}|T_0\rangle&=\frac{i}{2\sqrt2}\left(-|uu\rangle+|dd\rangle\right),
\end{align}
which are again the same. If both spins are measured along $x$, or both along $y$, the results agree every time.

The agreement can be seen in the state itself. Let $|\pm\rangle$ be the spin states along $x$, so that $u=(|+\rangle+|-\rangle)/\sqrt2$ and $d=(|+\rangle-|-\rangle)/\sqrt2$. Then
\begin{align}
|ud\rangle&=\tfrac12\left(|{+}{+}\rangle-|{+}{-}\rangle+|{-}{+}\rangle-|{-}{-}\rangle\right),\nonumber\\
|du\rangle&=\tfrac12\left(|{+}{+}\rangle+|{+}{-}\rangle-|{-}{+}\rangle-|{-}{-}\rangle\right),\nonumber\\
|T_0\rangle&=\frac{|{+}{+}\rangle-|{-}{-}\rangle}{\sqrt2}.
\end{align}
The mixed terms cancel in the sum. Each spin by itself gives $+$ or $-$ with probability $1/2$, so the $x$ components are equal without being known in advance.

Since $S_{2x}$ may be replaced by $S_{1x}$ when it acts on $|T_0\rangle$, and $S_{1x}^2=\frac14$, the product $S_{1x}S_{2x}$ has the value $+\frac14$. The same holds for $y$. For $z$ the replacement carries a minus sign. The sum is
\begin{equation}
\mathbf S_1\cdot\mathbf S_2=\tfrac14+\tfrac14-\tfrac14=\tfrac14 .
\end{equation}
Two components agree and one is opposed. Vectors with this pattern are $\frac12(1,1,1)$ and $\frac12(1,1,-1)$. Each has length $\sqrt{3/4}$, their scalar product is $\frac14$, and the angle between them is the $70.5^\circ$ of Eq.~(\ref{eq:angle}). They must not be taken for hidden values of the spins: along the direction halfway between $x$ and $z$ the first one has the component $(\frac12+\frac12)/\sqrt2=1/\sqrt2$, whereas a measurement gives $\pm\frac12$.

\section{One up and one down is not enough}

The $z$ results alone do not identify the state. In the plain product $|ud\rangle$ they are opposite as well, but $S_{1x}S_{2x}|ud\rangle=\frac14|du\rangle$ is orthogonal to $|ud\rangle$, so the mean of $S_{1x}S_{2x}$ is zero, and likewise for $y$. The mean products are:
\begin{center}
\begin{tabular}{lrrrr}
state & $x$ & $y$ & $z$ & sum\\
$|uu\rangle$ & $0$ & $0$ & $0.25$ & $0.25$\\
$|T_0\rangle$ & $0.25$ & $0.25$ & $-0.25$ & $0.25$\\
$|s\rangle$ & $-0.25$ & $-0.25$ & $-0.25$ & $-0.75$\\
$|ud\rangle$ & $0$ & $0$ & $-0.25$ & $-0.25$
\end{tabular}
\end{center}
The last sum is an average and not a sharp value. Since $|ud\rangle=(|T_0\rangle+|s\rangle)/\sqrt2$, it is the mean of the triplet and singlet values, $\frac12(\frac14-\frac34)=-\frac14$. The sign between $|ud\rangle$ and $|du\rangle$ decides whether the transverse components agree or disagree, and a drawing of one arrow up and one down does not show that sign.

The vector model can show it through the azimuths of the arrows. An arrow with $z$ component $\pm\frac12$ has squared transverse length $\frac34-\frac14=\frac12$. With an azimuth difference $\Delta\varphi$,
\begin{equation}
\mathbf S_1\cdot\mathbf S_2=m_1m_2+\tfrac12\cos\Delta\varphi .
\end{equation}
For $|uu\rangle$ this reads $\frac14=\frac14+\frac12\cos\Delta\varphi$, so $\Delta\varphi=90^\circ$. For $|T_0\rangle$ it reads $\frac14=-\frac14+\frac12\cos\Delta\varphi$, so $\Delta\varphi=0^\circ$. For the singlet, $-\frac34=-\frac14+\frac12\cos\Delta\varphi$ gives $180^\circ$. Even in $|uu\rangle$ the arrows of full length are not parallel: they share their $z$ component, but their transverse components are uncorrelated. The $90^\circ$ says no more than that, and it is not a fixed angle between the spins. A fixed difference of $90^\circ$ would give $S_{1x}S_{2y}-S_{1y}S_{2x}$, the counterpart of $\frac12\sin\Delta\varphi$, the value $\pm\frac12$. On $|uu\rangle$, however, both of its terms give $\frac i4|dd\rangle$, and it vanishes. Measured along $x$, the two spins of $|uu\rangle$ agree half of the time.

\section{Why three components cannot agree}

The singlet achieves opposition in all three components. The triplet does not achieve agreement in all three, and the commutation relations say why. Suppose that some state $\psi$ had equal $x$ and equal $y$ components, $S_{1x}\psi=S_{2x}\psi$ and $S_{1y}\psi=S_{2y}\psi$. Operators of different spins commute, so
\begin{align}
S_{1x}S_{1y}\psi&=S_{1x}S_{2y}\psi=S_{2y}S_{1x}\psi=S_{2y}S_{2x}\psi,\nonumber\\
S_{1y}S_{1x}\psi&=S_{1y}S_{2x}\psi=S_{2x}S_{1y}\psi=S_{2x}S_{2y}\psi .
\end{align}
Subtract the second line from the first and use $[S_x,S_y]=iS_z$ for each spin:
\begin{equation}
iS_{1z}\psi=-iS_{2z}\psi .
\label{eq:forced}
\end{equation}
Equal $x$ and equal $y$ force opposite $z$. This is the pattern of $|T_0\rangle$. If all three components are opposed instead, two minus signs enter each line and cancel, and the result is again Eq.~(\ref{eq:forced}), which is now consistent with the assumption. Complete agreement would need $S_{1z}\psi=S_{2z}\psi$ together with Eq.~(\ref{eq:forced}), hence $S_{1z}\psi=0$, which is impossible because $S_{1z}^2=\frac14$. Complete opposition is therefore allowed and complete agreement is not.

For spins $1/2$ the same fact can be put as a count of signs. Let $\boldsymbol\sigma=2\mathbf S$. The three products $\sigma_{1x}\sigma_{2x}$, $\sigma_{1y}\sigma_{2y}$ and $\sigma_{1z}\sigma_{2z}$ have the values $\pm1$. They commute, because exchanging two of them gives one minus sign from each spin. With $\sigma_x\sigma_y\sigma_z=i$ for each spin, their product is
\begin{equation}
(\sigma_{1x}\sigma_{1y}\sigma_{1z})(\sigma_{2x}\sigma_{2y}\sigma_{2z})=i\cdot i=-1 .
\end{equation}
The number of minus signs must be odd. One minus sign gives the sum $+1$, and three give $-3$. Division by 4 turns these sums into the two values of $\mathbf S_1\cdot\mathbf S_2$, $\frac14$ and $-\frac34$. The triplet states with the single minus sign at $x$, $y$ and $z$ are $(|uu\rangle-|dd\rangle)/\sqrt2$, $(|uu\rangle+|dd\rangle)/\sqrt2$ and $|T_0\rangle$. No direction is special to the triplet as a whole; choosing $M=0$ along $z$ singles out $z$ as the opposed one.

\section{The sense in which the belief is right}

There is another vector attached to each spin, its mean $\langle\mathbf S_i\rangle$. In $|uu\rangle$ both means are $(0,0,\frac12)$, and these are parallel. More generally, in a product state the mean of a product is the product of the means,
\begin{equation}
\langle\mathbf S_1\cdot\mathbf S_2\rangle=\langle\mathbf S_1\rangle\cdot\langle\mathbf S_2\rangle\le\tfrac12\cdot\tfrac12=\tfrac14 ,
\end{equation}
because a single spin $1/2$ in a pure state is up along some direction and has a mean of length $\frac12$. Equality requires parallel means, that is, the same spinor $\alpha u+\beta d$ for both spins. The pair is then in the state
\begin{equation}
\alpha^2|uu\rangle+\alpha\beta\left(|ud\rangle+|du\rangle\right)+\beta^2|dd\rangle ,
\end{equation}
which contains only triplet states. Spins polarized along the same direction thus form a triplet.

The converse fails. In $|T_0\rangle$ the mean of $S_{1z}$ is zero, since up and down are equally likely, and the means of $S_{1x}$ and $S_{1y}$ are zero because these operators turn $|T_0\rangle$ into combinations of $|uu\rangle$ and $|dd\rangle$, which are orthogonal to it. The same holds for spin 2. There are no mean vectors left to be parallel. A rotation preserves the length of a mean vector, so $|T_0\rangle$ is not $|uu\rangle$ seen from another direction.

\section{A number that can be measured}

Suppose that the two spins can be measured separately, both along a common axis $\mathbf n$ at polar angle $\beta$. Let $E$ be the mean of the product of the two signs. It equals the probability of agreement minus that of disagreement, so the probability of agreement is $P=(1+E)/2$.

In $|uu\rangle$ the two spins are independent, and each has the mean sign $\cos\beta$. Hence $E=\cos^2\beta$. In $|T_0\rangle$,
\begin{equation}
E=\sum_{ij}n_in_j\langle\sigma_{1i}\sigma_{2j}\rangle=n_x^2+n_y^2-n_z^2=\sin^2\beta-\cos^2\beta .
\end{equation}
The terms with $i\ne j$ vanish: acting on $|T_0\rangle$, $\sigma_{2j}$ equals $\pm\sigma_{1j}$, and $\sigma_{1i}\sigma_{1j}$ is $\pm i$ times the third component of spin 1, whose mean is zero. With $1-\cos^2\beta=\sin^2\beta$,
\begin{equation}
P_{uu}=\tfrac12\left(1+\cos^2\beta\right),\qquad P_{T_0}=\sin^2\beta ,\qquad P_s=0 .
\end{equation}
The last value holds because the total spin of the singlet vanishes along every axis. At $\beta=0^\circ$ the two triplet states give $1$ and $0$. At $60^\circ$ they give $0.625$ and $0.750$, so the state drawn with opposite arrows now agrees more often than the one drawn with parallel arrows. At $90^\circ$ they give $0.5$ and $1$.

The dependence on $M$ disappears when the axis is chosen at random over the sphere. The average of $n_in_j$ is then $\frac13$ for $i=j$ and zero otherwise, by symmetry, and
\begin{equation}
\overline E=\tfrac13\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle
=\tfrac43\langle\mathbf S_1\cdot\mathbf S_2\rangle
=\frac{\langle\mathbf S_1\cdot\mathbf S_2\rangle}{3/4}.
\end{equation}
This is the cosine of the vector model. The number $\frac13$ is thus an observable correlation, although the arrows are not observable. It gives $\overline P=\frac12(1+\frac13)=\frac23$ in every triplet state, including superpositions of different $M$. Complete agreement along all axes would require $\overline P=1$. The singlet has $\overline E=-1$ and $\overline P=0$: its opposition is complete. These averages, obtained by integration over the sphere, are among the values in the numerical output.

\section{Larger spins and the limits of the result}

Let two equal spins $s$ be coupled to the largest total spin, $2s$. The argument of Eq.~(\ref{eq:dot}) gives
\begin{equation}
\mathbf S_1\cdot\mathbf S_2=\tfrac12\left[2s(2s+1)-2s(s+1)\right]
=\tfrac12\left[4s^2+2s-2s^2-2s\right]=s^2 ,
\end{equation}
and division by the squared length $s(s+1)$ gives
\begin{equation}
\cos\theta=\frac{s}{s+1},\qquad 1-\cos\theta=\frac1{s+1}.
\end{equation}
The angle is $70.5^\circ$ for $s=\frac12$, $60.0^\circ$ for $s=1$, $48.2^\circ$ for $s=2$ and $24.6^\circ$ for $s=10$. For small angles $1-\cos\theta\approx\theta^2/2$, so $\theta\approx\sqrt{2/s}$ in radians when $s$ is large. Parallel vectors are the classical limit, and it is approached slowly. For total spin zero, by contrast, $\mathbf S_1\cdot\mathbf S_2=-s(s+1)$ and $\theta=180^\circ$ for any $s$.

The value $\frac14$ depends only on the pair being in a triplet state, not on the forces that put it there. Whether it stays there does depend on them. A coupling $J\,\mathbf S_1\cdot\mathbf S_2$ keeps $S$ fixed and gives all three triplet states the energy $J/4$, whether their arrows are drawn alike or opposed. A field along $z$ that acts differently on the two spins adds a term proportional to $S_{1z}-S_{2z}$, and
\begin{equation}
(S_{1z}-S_{2z})|T_0\rangle=\frac{|ud\rangle-|du\rangle}{\sqrt2}=|s\rangle .
\end{equation}
The same operator turns $|s\rangle$ back into $|T_0\rangle$, and the part of the field common to both spins, proportional to $S_{1z}+S_{2z}$, gives zero on both states. The pair therefore stays in the space of $|T_0\rangle$ and $|s\rangle$, and the $z$ results remain opposite throughout. For $H=J\,\mathbf S_1\cdot\mathbf S_2+b\,(S_{1z}-S_{2z})$ the matrix in this space is $-\frac J4+K$, where $K$ has diagonal elements $\pm\frac J2$ and off-diagonal elements $b$. Since $K^2=\Omega^2/4$ with $\Omega=\sqrt{J^2+4b^2}$, one has $e^{-iKt/\hbar}=\cos(\Omega t/2\hbar)-i(2K/\Omega)\sin(\Omega t/2\hbar)$, and a pair that starts in $|T_0\rangle$ has the singlet weight $w=(4b^2/\Omega^2)\sin^2(\Omega t/2\hbar)$. The $x$ results agree in $|T_0\rangle$ and disagree in $|s\rangle$, and likewise for $y$, so the probability of agreement is $1-w$. It falls periodically to $J^2/\Omega^2$, which is zero for $J=0$, and returns to one. What distinguishes the triplet from the singlet at $M=0$ is the relation between the transverse components.

\section*{Calculated quantities}
\begin{verbatim}
All spins in units of hbar, products of spins in hbar^2
squared length of each spin: 0.7500
length of each spin: 0.8660
eigenvalues of S1.S2: -0.7500 0.2500 0.2500 0.2500
triplet: cos = 0.3333, angle = 70.53 degrees
singlet: cos = -1.0000, angle = 180.00 degrees
M=0 triplet amplitudes in x basis (++, +-, -+, --): 0.7071 0.0000 0.0000 -0.7071
Means: S1x*S2x, S1y*S2y, S1z*S2z, S1.S2, S1z, S2z
  triplet M=+1    0.0000   0.0000   0.2500   0.2500   0.5000   0.5000
  triplet M=0     0.2500   0.2500  -0.2500   0.2500   0.0000   0.0000
  singlet        -0.2500  -0.2500  -0.2500  -0.7500   0.0000   0.0000
  product ud      0.0000   0.0000  -0.2500  -0.2500   0.5000  -0.5000
Vector-model azimuth difference of the two spins (degrees)
  triplet M=+1  90.00
  triplet M=0   0.00
  singlet       180.00
Signs of sigma1*sigma2 for x, y, z, and their sum
  (uu-dd)/sqrt2  -1 +1 +1  sum +1
  (uu+dd)/sqrt2  +1 -1 +1  sum +1
  (ud+du)/sqrt2  +1 +1 -1  sum +1
  (ud-du)/sqrt2  -1 -1 -1  sum -3
Agreement probability: beta (degrees), M=+1, M=0, singlet
    0 1.0000 0.0000 0.0000
   30 0.8750 0.2500 0.0000
   45 0.7500 0.5000 0.0000
   60 0.6250 0.7500 0.0000
   90 0.5000 1.0000 0.0000
Average over all axes: agreement probability, correlation
  triplet M=+1  0.6667 0.3333
  triplet M=0   0.6667 0.3333
  singlet       0.0000 -1.0000
Two spins s with total spin 2s: s, S1.S2, cos, angle (degrees)
   0.5    0.2500 0.3333 70.53
   1.0    1.0000 0.5000 60.00
   1.5    2.2500 0.6000 53.13
   2.0    4.0000 0.6667 48.19
   5.0   25.0000 0.8333 33.56
  10.0  100.0000 0.9091 24.62
\end{verbatim}
